# One-photon exchange between bound electrons in Feynman and Coulomb gauge: a program that tests the result

```python
# One-photon exchange between two bound Dirac electrons (Hartree units, c = 1/alpha).
# Tested: dE = <ab|I(0)|ab> - <ba|I(e_b-e_a)|ab>, k = |omega|/c, G = exp(ikr)/r, K = (exp(ikr)-1)/(k^2 r),
#   I_F = (1 - a1.a2) G,   I_C = 1/r - a1.a2 G + (a1.grad1)(a2.grad2) K,
#   <cd|I_F-I_C|ab> = [k^2 - (e_c-e_a)(e_b-e_d)/c^2] <cd|K|ab> for orbitals of one local potential,
#   continuity c q.J_ca(q) = (e_a-e_c) rho_ca(q); rho_ca = psi_c^+ psi_a, J_ca = psi_c^+ alpha psi_a,
#   Im dE = Gamma(b->a)/2.  psi = (P Omega_kappa, i Q Omega_-kappa)/r; energies without rest mass.
# Feynman gauge: position-space multipoles. Coulomb transverse part: momentum space, explicit projector.
import numpy as np, sympy as sp
from math import factorial, pi
from functools import reduce
from numpy.polynomial import legendre as leg
from scipy.constants import fine_structure, physical_constants as pc
from scipy.special import (lpmv, spherical_jn, spherical_yn, roots_genlaguerre,
                           eval_genlaguerre, gammaln, betainc)
from scipy.integrate import solve_ivp
c = 1/fine_structure; EV = pc['Hartree energy in eV'][0]; TAU = pc['atomic unit of time'][0]
Z = 73; LMAX = 3; TOL = 1e-6   # TOL (Hartree) covers the momentum cutoff tail

# ---- model: three fermion levels, one boson mode
eps = np.array([0.3, 1.0, 1.9]); Om = 1.37; nb = 3
M = np.array([[0.8, 0.6, 0.3], [0.6, -0.5, 0.7], [0.3, 0.7, 0.4]])
low, par, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
cs = [reduce(np.kron, [par]*i + [low] + [one]*(2-i)) for i in range(3)]
A = np.diag(np.sqrt(np.arange(1., nb)), 1)
H0 = np.kron(sum(eps[i]*cs[i].T@cs[i] for i in range(3)), np.eye(nb)) + np.kron(np.eye(8), Om*A.T@A)
V1 = np.kron(sum(M[i, j]*cs[i].T@cs[j] for i in range(3) for j in range(3)), A+A.T)
num = np.rint(np.diag(np.kron(sum(x.T@x for x in cs), np.eye(nb))))
def sector(occ):
    sel = np.where(num == len(occ))[0]
    i0 = list(sel).index(nb*sum(2**(2-i) for i in occ))
    h = np.diag(H0)[sel]
    return h-h[i0], V1[np.ix_(sel, sel)], i0
def shift(occ, g=1e-3):
    h, v, i0 = sector(occ); w, u = np.linalg.eigh(np.diag(h)+g*v)
    return w[np.argmax(abs(u[i0]))]/g**2
D = lambda w: 2*Om/(w*w-Om*Om)
two_body = shift([0, 1])-shift([0])-shift([1])
formula = M[0, 0]*M[1, 1]*D(0)-M[0, 1]**2*D(eps[1]-eps[0])
static = M[0, 0]*M[1, 1]*D(0)-M[0, 1]**2*D(0)
assert abs(two_body-formula) < 1e-4*abs(formula) and abs(two_body-static) > 0.05
h, v, i0 = sector([0, 1]); gam, g = 0.04, 0.02
y = np.zeros(len(h), complex); y[i0] = 1
for span in ((-8/gam, 0.), (0., 8/gam)):
    y = solve_ivp(lambda t, s: -1j*(h*s+g*np.exp(-gam*abs(t))*(v@s)), span, y,
                  method='DOP853', rtol=1e-9, atol=1e-11).y[:, -1]
adiab = (1j*gam*np.log(y[i0])).real/g**2
assert abs(adiab/shift([0, 1])-1) < 5e-3   # corrections of order (gam/Om)^2 and g^2
print(f"model (arb. units): levels {eps.tolist()}, mode {Om}, Maa {M[0,0]}, Mbb {M[1,1]}, Mab {M[0,1]}")
print(f"model two-body shift/g^2: diag {two_body:.5f}, formula {formula:.5f}, static {static:.5f}")
print(f"model full shift/g^2: diag {shift([0,1]):.5f}, adiabatic (gamma {gam}, g {g}) {adiab:.5f}")

# ---- symbolic: vector kernel of I_C is transverse; static limit is the Breit form
X = sp.symbols('x y z', real=True); ks = sp.symbols('k', positive=True)
rs = sp.sqrt(sum(t**2 for t in X)); pt = {X[0]: 0.3, X[1]: -0.7, X[2]: 0.5, ks: 1.3}
Gs = sp.exp(sp.I*ks*rs)/rs; Ks = (sp.exp(sp.I*ks*rs)-1)/(ks**2*rs)
for j in range(3):   # grad2 = -grad1 on functions of r1-r2
    T = [-(Gs if i == j else 0)-sp.diff(Ks, X[i], X[j]) for i in range(3)]
    assert abs(complex(sum(sp.diff(T[i], X[i]) for i in range(3)).subs(pt).evalf())) < 1e-12
    for i in range(3):
        breit = -((1 if i == j else 0)+X[i]*X[j]/rs**2)/(2*rs)
        assert abs(complex((T[i]-breit).subs({**pt, ks: sp.Rational(1, 10000)}).evalf())) < 1e-3

# ---- grids
gx, gw = leg.leggauss(16)
S = leg.legval(gx, leg.legint(np.linalg.inv(leg.legvander(gx, 15)), lbnd=-1)).T
def panels(e):
    hw = np.diff(e)/2
    return ((e[:-1]+hw)[:, None]+hw[:, None]*gx).ravel(), (hw[:, None]*gw).ravel(), hw
r, wr, hw = panels(np.concatenate([0.15*2.0**np.arange(-31, 0), 0.15*np.arange(1, 301)])/Z)
def cumint(f):
    f = f.reshape(-1, 16); tot = (f@gw)*hw
    return ((f@S.T)*hw[:, None]+(np.cumsum(tot)-tot)[:, None]).ravel()
assert abs(cumint(r**2)-(r**3-(0.15*2.0**-31/Z)**3)/3).max() < 1e-13
QMAX = 128.*Z
q, wq, _ = panels(Z*np.array([0, .5, 1, 2, 4, 8, 16, 32, 64, 128.]))
table = [spherical_jn(L, np.outer(q, r)) for L in range(LMAX+1)]
ct, wt = leg.leggauss(8); ph = np.tile(2*pi*np.arange(16)/16, 8)
wa = np.repeat(wt, 16)*2*pi/16; ct = np.repeat(ct, 16); st = np.sqrt(1-ct**2)
nv = np.array([st*np.cos(ph), st*np.sin(ph), ct])
pols = [np.array([ct*np.cos(ph), ct*np.sin(ph), -st]), np.array([-np.sin(ph), np.cos(ph), 0*ph])]
def Y(l, m):
    if abs(m) > l: return 0j*ph
    a = abs(m)
    f = np.sqrt((2*l+1)/(4*pi)*factorial(l-a)/factorial(l+a))*lpmv(a, l, ct)*np.exp(1j*a*ph)
    return f if m >= 0 else (-1)**a*f.conj()
YL = [np.array([Y(L, m) for m in range(-L, L+1)]) for L in range(LMAX+1)]
proj = lambda f, L: ((f*wa)@YL[L].conj().T)@YL[L]
def Omega(kap, m):
    l = kap if kap > 0 else -kap-1
    p, n = np.sqrt((l+m+.5)/(2*l+1)), np.sqrt((l-m+.5)/(2*l+1))
    u, d = (p, n) if kap < 0 else (-n, p)
    return np.array([u*Y(l, int(round(m-.5))), d*Y(l, int(round(m+.5)))])
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
for kap, m in ((-1, .5), (-1, -.5), (-2, 1.5)):
    assert abs(np.einsum('ia,ist,ta->sa', nv, sig, Omega(kap, m))+Omega(-kap, m)).max() < 1e-13

# ---- radial Dirac orbitals in a Laguerre basis; potentials given as u(r) = r V(r)
coulomb = lambda x: -Z+0*x
screened = lambda x: -Z+1-(1+Z*x)*np.exp(-2*Z*x)
def orbital(n, kap, m, u, N=44):
    ga = np.sqrt(kap**2-(Z/c)**2); ns = np.arange(N)[:, None]
    nrm = np.exp(.5*(np.log(2*Z)+gammaln(ns+1)-gammaln(ns+2*ga+1)))
    def poly(x):
        return (nrm*eval_genlaguerre(ns, 2*ga, x),
                -nrm*(ns > 0)*eval_genlaguerre(np.maximum(ns-1, 0), 2*ga+1, x))
    x, w = roots_genlaguerre(110, 2*ga-1); p, dp = poly(x)
    Vm = (p*w*u(x/(2*Z)))@p.T
    B = c*(p*w)@((ga-x/2+kap)*p+x*dp).T
    e, vec = np.linalg.eigh(np.block([[Vm, B.T], [B, Vm-2*c*c*np.eye(N)]]))
    somm = c*c*((1+(Z/c/(n-abs(kap)+ga))**2)**-.5-1)
    i = np.argmin(abs(e-somm)); e = e[i]; vec = vec[:, i]
    x = 2*Z*r; p, dp = poly(x); env = x**ga*np.exp(-x/2)
    f, df = env*p, 2*Z*env*((ga/x-.5)*p+dp)
    vec = vec*np.sign(vec[:N]@f[:, 400])
    P, Q, dP, dQ, V = vec[:N]@f, vec[N:]@f, vec[:N]@df, vec[N:]@df, u(r)/r
    res = (-c*(dQ-kap*Q/r)+(V-e)*P)**2+(c*(dP+kap*P/r)+(V-2*c*c-e)*Q)**2
    assert np.sqrt(wr@res) < 1e-3
    if u is coulomb: assert abs(e-somm) < 1e-7
    return dict(P=P, Q=Q, e=e, kap=kap, m=m, V=V)
def vertex(o, a):
    ou, ol, au, al = (Omega(s*t['kap'], t['m']) for t in (o, a) for s in (1, -1))
    dot = lambda x, z: np.sum(x.conj()*z, 0)[None]
    sdot = lambda x, z: np.einsum('sa,ist,ta->ia', x.conj(), sig, z)
    rho = [(o['P']*a['P'], dot(ou, au)), (o['Q']*a['Q'], dot(ol, al))]
    cur = [(o['P']*a['Q'], 1j*sdot(ou, al)), (o['Q']*a['P'], -1j*sdot(ol, au))]
    for _, f in rho+cur:
        assert abs(sum(proj(f, L) for L in range(LMAX+1))-f).max() < 1e-12
    return rho, cur
def position(t1, t2, k):   # double integral of t1(r1).t2(r2) exp(ik r12)/r12
    tot = 0j
    for L in range(LMAX+1):
        reg, irr = (spherical_jn(L, k*r), -k*spherical_yn(L, k*r)) if k > 0 else (r**L, r**(-L-1.)/(2*L+1))
        for R1, f1 in t1:
            for R2, f2 in t2:
                ang = np.sum(wa*f1*proj(f2, L))
                if abs(ang) < 1e-13: continue
                rad = wr@(R1*irr*cumint(R2*reg)+R2*irr*cumint(R1*reg))
                tot += 4*pi*ang*(rad+1j*k*(wr@(R1*reg))*(wr@(R2*reg)))
    return tot
def fourier(terms, s, k):   # integral of exp(i s q.r) f on the q nodes, then at q = k
    out = 0j
    for L in range(LMAX+1):
        jk = spherical_jn(L, k*r)
        for R, f in terms:
            out = out+4*pi*(s*1j)**L*np.append(table[L]@(wr*R), jk@(wr*R))[:, None, None]*proj(f, L)
    return out
def q_integral(T, k):   # int d3q/(2pi)^3 4pi T/(q^2-k^2-i0)
    F = np.append(q, k)**2*(T@wa)
    if k == 0: return wq@(F[:-1]/q**2)/(2*pi*pi)
    pv = wq@((F[:-1]-F[-1])/(q*q-k*k))+F[-1]*np.log((QMAX-k)/(QMAX+k))/(2*k)
    return (pv+1j*pi*F[-1]/(2*k))/(2*pi*pi)
def element(o, d, a, b, k):
    (r1, j1), (r2, j2) = vertex(o, a), vertex(d, b)
    J1, J2 = fourier(j1, 1, k), fourier(j2, -1, k); JJ = np.sum(J1*J2, 1)
    sc, ve, co = position(r1, r2, k), -position(j1, j2, k), position(r1, r2, 0.)
    tr = -q_integral(JJ-np.sum(J1*nv, 1)*np.sum(J2*nv, 1), k)
    Fq = q_integral((fourier(r1, 1, k)*fourier(r2, -1, k))[:, 0]-JJ, k)
    assert abs(Fq-sc-ve) < TOL   # Feynman kernel: momentum form against position form
    return dict(sc=sc, ve=ve, co=co, tr=tr, F=sc+ve, C=co+tr)
def continuity(o, a):
    rho, cur = vertex(o, a)
    lhs = c*q[:, None]*np.sum(fourier(cur, -1, 1.)[:-1]*nv, 1)
    rhs = (a['e']-o['e'])*fourier(rho, -1, 1.)[:-1, 0]
    return abs(lhs-rhs).max()/abs(rhs).max()

print(f"Z = {Z}, c = {c:.6f} a.u., Z/c = {Z/c:.6f}, 1 Ha = {EV:.6f} eV")
orb = {}
for name, u in (('Coulomb', coulomb), ('screened', screened)):
    o = orb[name] = dict(s1=orbital(1, -1, .5, u), s2=orbital(2, -1, .5, u), p2=orbital(2, -2, 1.5, u))
    print(f"{name}: e(1s) {o['s1']['e']:.5f}, e(2s) {o['s2']['e']:.5f}, e(2p3/2) {o['p2']['e']:.5f} Ha")
    a = o['s1']; cases = [('1s2s J=1', o['s2']), ('1s2p3/2 J=2', o['p2'])]
    if u is coulomb: cases.insert(0, ('1s^2 J=0', dict(a, m=-.5)))
    for lab, b in cases:
        k = abs(b['e']-a['e'])/c
        di, ex = element(a, b, a, b, 0.), element(b, a, a, b, k)
        assert abs(di['F']-di['C']) < TOL and abs(ex['F']-ex['C']) < TOL
        EF, EC = di['F']-ex['F'], di['C']-ex['C']
        print(f"[{name} {lab}] omega {c*k:.5f} Ha, k {k:.6f} 1/bohr")
        print(f"  direct F: scalar {di['sc'].real:.6f} vector {di['ve'].real:.6f}; C: transverse {di['tr'].real:.6f} Ha")
        print(f"  exch F: scalar {ex['sc'].real:.6f} vector {ex['ve'].real:.6f} Ha")
        print(f"  exch C: Coulomb {ex['co'].real:.6f} transverse {ex['tr'].real:.6f} Ha")
        print(f"  Re dE: F {EF.real:.6f}, C {EC.real:.6f} Ha = {EF.real*EV:.4f} eV; |F-C| {abs(EF-EC):.0e} Ha")
        if k > 0:
            err = continuity(b, a); assert err < 1e-6
            assert abs(ex['sc']-ex['co']) > 1e-3   # the pieces differ, only the sums agree
            Jk = fourier(vertex(a, b)[1], -1, k)[-1]
            rate = k/(2*pi)*sum(wa@abs(np.sum(e_*Jk, 0))**2 for e_ in pols)
            assert abs(EF.imag-rate/2) < 1e-9+1e-6*rate
            print(f"  Im dE {EF.imag:.6e} Ha; Gamma {rate:.6e} Ha = {rate/TAU:.4e} 1/s; continuity err {err:.0e}")
        else:
            g1 = np.sqrt(1-(Z/c)**2); exact = 2*Z/g1*betainc(2*g1+1, 2*g1, .5)
            assert abs(di['co']-ex['co']-exact) < 1e-8
            print(f"  gamma {g1:.6f}; Coulomb term closed form {exact:.6f}, 5Z/8 = {5*Z/8:.3f} Ha")

# ---- failure modes
a, b = orb['Coulomb']['s1'], orb['Coulomb']['p2']; w1 = b['e']-a['e']
for lab, bb in (('1s2s', orb['Coulomb']['s2']), ('1s2p3/2', b)):
    s0 = element(bb, a, a, bb, 0.); assert abs(s0['F']-s0['C']) > 1e-3
    print(f"static exchange {lab}: Coulomb+Gaunt {s0['F'].real:.6f}, Coulomb+Breit {s0['C'].real:.6f} Ha")
def gauge_gap(o, d, a_, b_, k):
    e_ = element(o, d, a_, b_, k)
    pred = (1-(o['e']-a_['e'])*(b_['e']-d['e'])/(c*k)**2)*(e_['sc']-e_['co'])
    assert abs(e_['F']-e_['C']-pred) < TOL and abs(pred) > 100*TOL
    return e_['F']-e_['C'], pred
gap, pred = gauge_gap(b, a, a, b, w1/(2*c))
print(f"1s2p3/2 exchange at omega/2: Re(F-C) {gap.real:.6f}, predicted {pred.real:.6f} Ha")
p3 = orbital(3, -2, 1.5, coulomb); w2 = p3['e']-a['e']
(ga1, pr1), (ga2, pr2) = gauge_gap(b, a, a, p3, w1/c), gauge_gap(b, a, a, p3, w2/c)
assert abs(ga1+ga2)/2 > 10*TOL
print(f"off shell <2p 1s|I|1s 3p>: e(3p3/2) {p3['e']:.5f}, omega1 {w1:.5f}, omega2 {w2:.5f} Ha")
print(f"  Re(F-C): at omega1 {ga1.real:.6f}, at omega2 {ga2.real:.6f}, mean {(ga1+ga2).real/2:.6f} Ha")
print(f"  predicted: at omega1 {pr1.real:.6f}, at omega2 {pr2.real:.6f} Ha")
b = orb['screened']['p2']; k = (b['e']-a['e'])/c
e_ = element(b, a, a, b, k); wgt = b['e']-a['e']-b['V']+a['V']
t1 = [(R*wgt, f) for R, f in vertex(b, a)[0]]; t2 = [(R*wgt, f) for R, f in vertex(a, b)[0]]
pred = e_['sc']-e_['co']-(position(t1, t2, k)-position(t1, t2, 0.))/(c*k)**2
cerr = continuity(b, a)
assert abs(e_['F']-e_['C']-pred) < TOL and abs(pred) > 100*TOL and cerr > 1e-3
print(f"mixed (Coulomb 1s, screened 2p3/2): omega {c*k:.5f} Ha, continuity err {cerr:.2e}")
print(f"  exchange F {e_['F'].real:.6f}, C {e_['C'].real:.6f}, predicted F-C {pred.real:.6f} Ha")
print("PASS")
```

It prints:

```
model (arb. units): levels [0.3, 1.0, 1.9], mode 1.37, Maa 0.8, Mbb -0.5, Mab 0.6
model two-body shift/g^2: diag 1.29517, formula 1.29517, static 1.10949
model full shift/g^2: diag -0.31186, adiabatic (gamma 0.04, g 0.02) -0.31206
Z = 73, c = 137.035999 a.u., Z/c = 0.532707, 1 Ha = 27.211386 eV
Coulomb: e(1s) -2886.31331, e(2s) -736.00141, e(2p3/2) -678.37805 Ha
[Coulomb 1s^2 J=0] omega 0.00000 Ha, k 0.000000 1/bohr
  direct F: scalar 51.480192 vector 1.901703; C: transverse 1.901703 Ha
  exch F: scalar 0.000000 vector -3.803405 Ha
  exch C: Coulomb 0.000000 transverse -3.803405 Ha
  Re dE: F 57.185300, C 57.185300 Ha = 1556.0913 eV; |F-C| 2e-07 Ha
  gamma 0.846300; Coulomb term closed form 51.480192, 5Z/8 = 45.625 Ha
[Coulomb 1s2s J=1] omega 2150.31191 Ha, k 15.691584 1/bohr
  direct F: scalar 17.817634 vector -0.202856; C: transverse -0.202856 Ha
  exch F: scalar 2.280816 vector -0.291971 Ha
  exch C: Coulomb 2.188565 transverse -0.199720 Ha
  Re dE: F 15.625934, C 15.625934 Ha = 425.2033 eV; |F-C| 5e-15 Ha
  Im dE 6.072973e-05 Ha; Gamma 1.214595e-04 Ha = 5.0213e+12 1/s; continuity err 3e-14
[Coulomb 1s2p3/2 J=2] omega 2207.93526 Ha, k 16.112082 1/bohr
  direct F: scalar 18.432309 vector -0.268101; C: transverse -0.268101 Ha
  exch F: scalar 1.317390 vector -0.469273 Ha
  exch C: Coulomb 1.156878 transverse -0.308761 Ha
  Re dE: F 17.316091, C 17.316091 Ha = 471.1948 eV; |F-C| 1e-13 Ha
  Im dE 1.996668e-01 Ha; Gamma 3.993335e-01 Ha = 1.6509e+16 1/s; continuity err 1e-14
screened: e(1s) -2838.08713, e(2s) -718.63532, e(2p3/2) -660.18060 Ha
[screened 1s2s J=1] omega 2119.45181 Ha, k 15.466387 1/bohr
  direct F: scalar 17.629433 vector -0.198324; C: transverse -0.198324 Ha
  exch F: scalar 2.245699 vector -0.284690 Ha
  exch C: Coulomb 2.156337 transverse -0.195328 Ha
  Re dE: F 15.470100, C 15.470100 Ha = 420.9629 eV; |F-C| 7e-18 Ha
  Im dE 5.669451e-05 Ha; Gamma 1.133890e-04 Ha = 4.6877e+12 1/s; continuity err 4e-14
[screened 1s2p3/2 J=2] omega 2177.90653 Ha, k 15.892952 1/bohr
  direct F: scalar 18.199627 vector -0.259232; C: transverse -0.259232 Ha
  exch F: scalar 1.282514 vector -0.454082 Ha
  exch C: Coulomb 1.127403 transverse -0.298972 Ha
  Re dE: F 17.111964, C 17.111964 Ha = 465.6403 eV; |F-C| 1e-13 Ha
  Im dE 1.918445e-01 Ha; Gamma 3.836890e-01 Ha = 1.5862e+16 1/s; continuity err 4e-14
static exchange 1s2s: Coulomb+Gaunt 1.909679, Coulomb+Breit 1.991635 Ha
static exchange 1s2p3/2: Coulomb+Gaunt 0.564149, Coulomb+Breit 0.764586 Ha
1s2p3/2 exchange at omega/2: Re(F-C) -0.142350, predicted -0.142350 Ha
off shell <2p 1s|I|1s 3p>: e(3p3/2) -303.33630, omega1 2207.93526, omega2 2582.97701 Ha
  Re(F-C): at omega1 -0.013212, at omega2 0.014446, mean 0.000617 Ha
  predicted: at omega1 -0.013212, at omega2 0.014446 Ha
mixed (Coulomb 1s, screened 2p3/2): omega 2226.13271 Ha, continuity err 1.44e-02
  exchange F 0.824228, C 0.819992, predicted F-C 0.004236 Ha
PASS
```
